# Maxwellian electrons at a wafer behind a collisionless retarding sheath

## A numerical fact

A wafer faces an argon plasma whose electrons have a temperature of 3 eV. To reach it, each electron must climb a potential energy barrier of 15 eV. The electrons that enter the sheath in front of the wafer carry 6 eV each on average. Those that arrive have each lost 15 eV on the way, and they also carry 6 eV each on average. The barrier has removed more than 99 percent of the electrons, yet the survivors are no colder than the incident ones.

This matters for the charging of insulating structures, because the number, energy and direction of arriving electrons help to determine where negative charge is deposited.

## The model and the claim

The sheath occupies $0<z<s$, with its plasma edge at $z=0$ and the wafer at $z=s$. The following is assumed.

- The electric field is steady and points along $z$. There is no magnetic field.
- Electrons do not collide inside the sheath.
- The electron potential energy $U(z)$ rises monotonically from $U(0)=0$ to $U(s)=W>0$.
- The wafer absorbs every electron that reaches it and emits none.

The algebra uses atomic units, so the electron has mass 1 and charge $-1$, and $U$ is minus the electrostatic potential. The temperature $T$ is an energy. For numerical speeds the mass $m$ is restored by replacing $T$ with $T/m$.

Let $f(z,\mathbf v)\,d^3v$ be the number of electrons per volume with velocity in $d^3v$. At the edge, the electrons moving toward the wafer have

$$f(0,\mathbf v)=\frac{n_0}{(2\pi T)^{3/2}}\,e^{-v^2/2T},\qquad v_z>0. \tag{1}$$

Here $n_0$ is the density that a complete Maxwellian with this prefactor would have. Nothing is assumed about electrons moving back toward the plasma; the sheath determines them.

The claim is that at the wafer

$$f(s,\mathbf v)=e^{-W/T}\,\frac{n_0}{(2\pi T)^{3/2}}\,e^{-v^2/2T}\quad(v_z>0),\qquad f(s,\mathbf v)=0\quad(v_z<0). \tag{2}$$

"Unchanged temperature" refers to the parameter $T$ in the exponent.

## Proof

**Conserved quantities.** The force has only a $z$ component, so $v_x$ and $v_y$ are constant. The normal energy is constant too:

$$E=\tfrac12 v_z^2+U(z)=\tfrac12 v_{z0}^2, \tag{3}$$

where $v_{z0}$ is the normal velocity at the edge. An electron with $E<W$ stops where $U(z)=E$ and turns back. One with $E>W$ reaches the wafer.

**Constancy of $f$ along a trajectory.** Consider electrons with given $dv_x\,dv_y$ and with normal energy between $E$ and $E+dE$. The number crossing unit area per unit time at position $z$ is

$$v_z\,f(z,\mathbf v)\,dv_x\,dv_y\,dv_z .$$

In a steady state without collisions this flux is the same at every $z$ that these electrons reach, since none are created, lost or accumulated in between. At fixed $z$, differentiating (3) gives $v_z\,dv_z=dE$. At the edge it gives $v_{z0}\,dv_{z0}=dE$, with the same $dE$. Equality of the two fluxes therefore reads

$$f(z,\mathbf v)\,dv_x\,dv_y\,dE=f(0,\mathbf v_0)\,dv_x\,dv_y\,dE ,$$

and so $f(z,\mathbf v)=f(0,\mathbf v_0)$. Electrons slow down, which raises their density in space, but their spread in $v_z$ widens by the same factor.

**Insertion of the Maxwellian.** At the wafer, (3) gives $v_{z0}^2=v_z^2+2W$. Since $v_x$ and $v_y$ are unchanged, $v_0^2=v^2+2W$, and

$$f(s,\mathbf v)=\frac{n_0}{(2\pi T)^{3/2}}\,e^{-(v^2+2W)/2T}
=e^{-W/T}\,\frac{n_0}{(2\pi T)^{3/2}}\,e^{-v^2/2T}.$$

**Which velocities are occupied.** Take any $v_z>0$ at the wafer. Its normal energy is $E=W+v_z^2/2$, which exceeds $U(z)$ everywhere in the sheath because $U\le W$. Traced backward, the electron never stops and comes from the edge with $v_{z0}>0$, where (1) applies. Every forward velocity is therefore occupied. A velocity with $v_z<0$ would have to come from the wafer, which emits nothing. This proves (2).

The thickness $s$ and the shape of $U$ have dropped out. The last step needs $U(z)\le W$ throughout the sheath, and monotonicity is a simple way to guarantee it.

## Why the survivors are not colder

Divide the incident flux according to normal energy $E$. Because $v_{z0}\,dv_{z0}=dE$, the factor $v_{z0}$ in the flux is absorbed, and the fraction of incident electrons in $dE$ is

$$p(E)\,dE=\frac1T e^{-E/T}\,dE .$$

The fraction that passes is $\int_W^\infty p\,dE=e^{-W/T}$. A passing electron arrives with $\varepsilon=E-W$, so among those that pass the distribution of $\varepsilon$ is

$$\frac{p(W+\varepsilon)}{e^{-W/T}}=\frac{e^{-(W+\varepsilon)/T}}{T\,e^{-W/T}}=\frac1T e^{-\varepsilon/T}.$$

The barrier does two things. It selects energetic electrons, and it takes $W$ from each of them. For an exponential distribution the two effects compensate. In the example the arriving electrons started with a mean normal energy of $W+T=18$ eV, lost 15 eV, and kept 3 eV.

The exponential is also the one smooth distribution for which this works at every barrier height. Suppose an incident distribution $F(E)$ keeps its shape, so that $F(E+W)=A(W)F(E)$ for all $E,W\ge0$. Differentiating with respect to $W$ at $W=0$ gives $F'(E)=A'(0)F(E)$, whose solution is an exponential.

## Density, flux and energy at the wafer

Each transverse integral gives $\int_{-\infty}^{\infty}e^{-v_x^2/2T}dv_x=\sqrt{2\pi T}$. What remains of (2) is the distribution of normal velocity,

$$g(v_z)=\frac{n_0e^{-W/T}}{\sqrt{2\pi T}}\,e^{-v_z^2/2T},\qquad v_z>0 .$$

Half of a Gaussian integral gives the density, and $\int_0^\infty v_z e^{-v_z^2/2T}dv_z=T$ gives the flux:

$$n_w=\frac{n_0}{2}\,e^{-W/T},\qquad
\Gamma=n_0\sqrt{\frac{T}{2\pi}}\;e^{-W/T}. \tag{4}$$

The factor $1/2$ expresses the absence of returning electrons. The forward-moving density at the edge is $n_0/2$, so the forward density falls by the Boltzmann factor.

The mean normal velocity is $\Gamma/n_w=\sqrt{2T/\pi}$, independent of $W$. The mean of $v_z^2$ is $T$, as for a full Gaussian, because $v_z^2$ is even. The variance is therefore

$$\langle v_z^2\rangle-\langle v_z\rangle^2=T\left(1-\frac2\pi\right).$$

If temperature were defined by the spread about the mean velocity, the normal direction would appear to have 1.09 eV in the example instead of 3 eV. This comes from taking half of a Maxwellian, and it holds equally for the forward-moving electrons at the edge.

Two mean energies must also be kept apart. Per electron present at the wafer, each direction contributes $T/2$, a total of $3T/2=4.5$ eV. Per electron arriving, faster electrons count more. The normal part is then the mean of $e^{-\varepsilon/T}/T$, which is $T$, and the two transverse directions add $T/2$ each. The total is $2T=6$ eV.

## Direction of arrival

Let $\theta$ be the angle between the velocity and the wafer normal. With $v_z=v\cos\theta$ and $d^3v=v^2\sin\theta\,dv\,d\theta\,d\varphi$, the flux is proportional to

$$\int_0^\infty v^3e^{-v^2/2T}dv\;\cos\theta\sin\theta\,d\theta .$$

The speed integral is a common factor. The fraction arriving within angle $\theta$ of the normal is

$$\frac{\int_0^\theta\cos\theta'\sin\theta'\,d\theta'}{\int_0^{\pi/2}\cos\theta'\sin\theta'\,d\theta'}=\sin^2\theta .$$

This is 3 percent within 10°, 25 percent within 30° and 50 percent within 45°, whatever the barrier. The survivors left the edge in directions closer to the normal, with 18 eV of normal and 3 eV of transverse energy on average. The loss of normal energy restored the broad distribution. Many of them therefore strike the upper side walls of a narrow trench, while ions accelerated by the same sheath arrive closer to the normal. This difference is the origin of electron shading.

## Density inside the sheath

At a position with potential energy $U<W$, reflected electrons are present as well. Their flux in $dE$ on the way back equals that on the way in, so $f$ has the same value on both legs. Hence

$$f(z,\mathbf v)=e^{-U/T}\frac{n_0}{(2\pi T)^{3/2}}e^{-v^2/2T}\quad\text{for } v_z>-v_c,\qquad v_c=\sqrt{2(W-U)},$$

and $f=0$ for $v_z<-v_c$, since electrons that fast would have been absorbed. Integration over $v_z$ from $-v_c$ to $\infty$, with $x=v_z/\sqrt{2T}$, gives

$$n(z)=\frac{n_0e^{-U/T}}{\sqrt\pi}\int_{-v_c/\sqrt{2T}}^{\infty}e^{-x^2}dx
=\frac{n_0}{2}e^{-U/T}\left[1+\operatorname{erf}\sqrt{\frac{W-U}{T}}\right]. \tag{5}$$

At the wafer the error function vanishes and (4) returns. At the edge of a high barrier it is nearly 1, and $n(0)\approx n_0$. For $W\to0$ nothing is reflected, and $n(0)=n_w=n_0/2$.

## The example in numbers

The inputs are $T=3$ eV (about 34,800 K), $W=15$ eV and $n_0=10^{11}$ cm$^{-3}$. Then $W/T=5$ and $e^{-5}=0.00674$. The wafer density is

$$n_w=\tfrac12\times10^{11}\times0.00674=3.37\times10^{8}\ \text{cm}^{-3}.$$

With $\sqrt{T/m}=7.26\times10^7$ cm/s, the flux is

$$\Gamma=10^{11}\times0.00674\times\frac{7.26\times10^7}{\sqrt{2\pi}}=1.95\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1},$$

a current density of magnitude 3.1 mA/cm$^2$.

Equation (5) gives the density along the climb:

| $U$ (eV) | $n$ (cm$^{-3}$) |
|---|---|
| 0 | $9.99\times10^{10}$ |
| 7.5 | $8.10\times10^{9}$ |
| 14 | $7.46\times10^{8}$ |
| 15 | $3.37\times10^{8}$ |

Over the last 1 eV the density falls by a factor of 2.2. The Boltzmann factor accounts for $e^{1/3}=1.4$ of this. The remaining factor of 1.6 is the disappearance of returning electrons.

An insulating wafer passes no steady current, so in a steady state this electron flux must be matched by an equal flux of singly charged positive ions. If the ion flux does not depend on $W$, the balance is stable: excess negative charge raises $W$, and (4) then reduces the electron flux.

## When a condition fails

**A maximum inside the sheath.** Let $U$ have an interior maximum $U_m>W$. Only electrons with $E>U_m$ pass, so at the wafer $v_z^2/2>U_m-W$. The slow part of the half-Maxwellian is missing, although $f$ keeps the value (2) where it is not zero. The flux becomes

$$\Gamma=n_0\sqrt{\frac{T}{2\pi}}\,e^{-U_m/T}.$$

For $U=W(3x-2x^2)$ with $x=z/s$, the maximum lies at $x=3/4$ and equals $9W/8=16.9$ eV. Arriving electrons then have at least 1.9 eV of normal energy, and the flux is 0.54 of its value without the maximum.

**A depleted tail.** Electrons that can climb 15 eV also have enough energy to excite argon, so inelastic collisions in the plasma can thin out precisely this group. As a model, let the incident $f$ depend on total kinetic energy $K$, with temperature $T$ below $K_*$ and a lower temperature $T_t$ above it, continuous at $K_*$. For $W>K_*$ every arriving electron comes from the tail, and

$$f(s,\mathbf v)=\frac{n_0}{(2\pi T)^{3/2}}\,e^{-K_*/T}\,e^{-(W-K_*)/T_t}\,e^{-v^2/2T_t},\qquad v_z>0 .$$

This is again a half-Maxwellian, but with the temperature of the tail. Integrating over velocity gives $\tfrac12(2\pi T_t)^{3/2}$ in place of $\tfrac12(2\pi T)^{3/2}$. Relative to (4), the density is multiplied by

$$\left(\frac{T_t}{T}\right)^{3/2}\exp\left[-(W-K_*)\left(\frac1{T_t}-\frac1T\right)\right].$$

With $K_*=12$ eV and $T_t=2$ eV this is $0.544\times e^{-0.5}=0.33$, at fixed $W$.

**A radio-frequency barrier.** Let the barrier be $W+A\cos\omega t$ with $A<W$, varying slowly compared with the electron transit, and let the incident distribution stay fixed. Equation (2) then holds at each instant. The time average keeps the parameter $T$ and multiplies $f$ by

$$\frac1{2\pi}\int_0^{2\pi}e^{-(A/T)\cos\phi}\,d\phi=I_0(A/T),$$

where $I_0$ is the modified Bessel function of order zero. For $A=5$ eV the factor is 1.8. If the wafer floats and the ion flux is unchanged, the mean barrier must rise by $T\ln I_0=3\times\ln1.825=1.8$ eV to restore the current balance.

**Reflection at the surface.** If a fraction $R$ of arriving electrons is reflected as by a mirror, without energy loss and with $R$ independent of energy and angle, they return to the plasma with the same $T$. For an illustrative $R=0.2$, the wafer density rises by the factor 1.2 and the net flux falls by the factor 0.8.

## Beside a real etching plasma

The example represents a low-pressure argon plasma in front of a wafer without strong bias; all its inputs are rough typical values. At 0.01 Torr and 300 K, a constant cross section of $1.5\times10^{-15}$ cm$^2$ gives a mean free path of 21 mm. The sheath is taken as 0.3 mm thick with $U=W(z/s)^2$. Numerical integration of Newton's law, averaged over the arriving flux, gives a transit time of 0.16 ns. A path is no longer than its normal plus its transverse part, so its mean is at most 0.44 mm, and arriving electrons would make at most 0.021 collisions on average. The real cross section varies with energy, so this figure is an estimate of about 0.02 and not a strict bound. The transit is also short beside the 74 ns period at 13.56 MHz. Neglecting collisions and using the instantaneous barrier are therefore good approximations here. The assumption most exposed is the Maxwellian tail: the depletion modelled above lowers the wafer temperature from 3 to 2 eV and, at fixed $W$, the density threefold. On a floating wafer $W$ adjusts instead. If the ion flux stays equal to the electron flux of the original example, $W$ falls to about 12.4 eV, and the density rises by the factor $\sqrt{T/T_t}=1.2$, because the same flux is carried by slower electrons. A wafer with a strong radio-frequency bias can have a mean barrier of hundreds of eV, far from this example. If the barrier nearly vanishes once in each period, electrons arrive mainly during that short time.

The planar result describes electrons just above the surface structures. The wafer field of this sheath is $2W/s$, or 1000 V/cm, which changes the potential by 0.05 V over a depth of 500 nm. That is small beside $T$, but charge on the insulator can produce much larger local potentials. In a static three-dimensional field, the flow of electrons in position and velocity has zero divergence, because the velocity does not depend on position nor the force on velocity. The value of $f$ is then still constant along trajectories. At a point where charging has raised the electron potential energy by 3 eV, $f$ is multiplied by $e^{-1}=0.37$ for velocities whose trajectories lead back to the plasma. A barrier that the electrons have already crossed does not lower $f$ in this way; it leaves some velocities empty, as the interior maximum did above. Velocities whose trajectories lead back to a wall are empty if the walls, like the wafer in the model, absorb every electron and emit none; real insulators reflect some slow electrons, which partly fill these velocities. The local density thus depends on both the local potential energy and the velocities that are open, while the part of the distribution whose trajectories lead back to the plasma keeps the parameter $T$. Velocities filled by reflection from a wall keep it only if the reflection is elastic and independent of energy.

All numerical values are calculated from the stated model.
